# Large-Distance Levels and Splitting of the Two-Centre Dirac Problem

## 1. Scaling, symmetry and result

One electron moves in the field of two fixed point nuclei, each of charge $Z<c$, at distance $R$. In Hartree atomic units

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V,\qquad V=-\frac Z{r_A}-\frac Z{r_B}.$$

Nuclear repulsion is left out; it adds $Z^2/R$ to every level. The total energy $E$ includes the rest energy, and $e=E-c^2$.

Set $\mathbf r=\mathbf s/Z$. Then $\mathbf p=Z\mathbf p_s$, and division by $Z^2$ gives

$$\frac H{Z^2}=\frac cZ\,\boldsymbol\alpha\cdot\mathbf p_s+\beta\frac{c^2}{Z^2}-\frac1{s_A}-\frac1{s_B}.$$

Hence $e=Z^2\,\varepsilon(ZR,Z/c)$: "large $R$" means large $ZR$, and relativity enters through $Z/c$.

Inversion about the midpoint, $\psi(\mathbf r)\to\beta\psi(-\mathbf r)$, commutes with $H$. The atomic $1s_{1/2}$ level therefore produces a gerade and an ungerade molecular level. Their mean carries the electrostatic shift in powers of $1/R$. Their difference requires the electron to pass between the nuclei and is exponentially small.

For the pair that grows out of $1s_{1/2}$, define

$$\gamma=\sqrt{1-Z^2/c^2},\qquad E_0=\gamma c^2,\qquad \lambda=\frac{\sqrt{c^4-E_0^2}}c .$$

The results derived below are

$$\frac{E_g+E_u}2=E_0-\frac ZR-\frac{Z^2\alpha_1}{2R^4}-\frac{Z^2\alpha_2}{2R^6}+O(R^{-7}),\tag{1}$$

$$E_u-E_g=\frac{(2Z)^{2\gamma+1}R^{2\gamma-1}}{\Gamma(2\gamma+1)}\,e^{-\gamma-\lambda R}\left[1+O\!\left(\frac1{ZR}\right)\right].\tag{2}$$

Here $\alpha_1$ and $\alpha_2$ are the static dipole and quadrupole polarizabilities of the one-electron atom.

## 2. The atomic state

Write an atomic spinor with upper part $P\Omega_\kappa/r$ and lower part $iQ\Omega_{-\kappa}/r$. For $1s_{1/2}$, $\kappa=-1$, and the radial equations are

$$-\left(\frac Zr+e_0\right)P-c\left(Q'+\frac Qr\right)=0,$$
$$c\left(P'-\frac Pr\right)-\left(\frac Zr+2c^2+e_0\right)Q=0.$$

Insert $P=N_r r^\gamma e^{-\lambda r}$ and $Q=-aP$. The $1/r$ terms give $ca(1+\gamma)=Z$ and $aZ=c(1-\gamma)$. Their compatibility requires $\gamma^2=1-Z^2/c^2$. The constant terms give $ca\lambda=c^2-E_0$ and $a(c^2+E_0)=c\lambda$. Thus

$$a=\frac Z{c(1+\gamma)}=\frac{c\lambda}{E_0+c^2},\qquad c^2\lambda^2=c^4-E_0^2.$$

Eliminating $Z$ from the $1/r$ conditions gives $a^2=(1-\gamma)/(1+\gamma)$. Eliminating $\lambda$ from the constant terms gives $a^2=(c^2-E_0)/(c^2+E_0)$. Equating the two fixes $E_0=\gamma c^2$. The relation $c^2\lambda^2=c^4-E_0^2$ then becomes $\lambda^2=c^2(1-\gamma^2)=Z^2$, so $\lambda=Z$ for this state. At given $Z$, relativity then changes the power of $R$ and the constant factors in (2), but not the decay constant $\lambda$. In terms of the binding energy,

$$\lambda^2=\frac{c^4-(c^2+e_0)^2}{c^2}=-2e_0-\frac{e_0^2}{c^2}.\tag{3}$$

The nonrelativistic recipe $\sqrt{-2e_0}$ omits the last term.

The large component is $N r^{\gamma-1}e^{-\lambda r}$ times a unit spinor. Normalization of all four components gives

$$4\pi N^2(1+a^2)\frac{\Gamma(2\gamma+1)}{(2Z)^{2\gamma+1}}=1.$$

Since $Z^2/c^2=(1-\gamma)(1+\gamma)$, we have $1+a^2=1+(1-\gamma)/(1+\gamma)=2/(1+\gamma)$, and

$$N^2=\frac{(1+\gamma)(2Z)^{2\gamma+1}}{8\pi\,\Gamma(2\gamma+1)}.\tag{4}$$

## 3. The inverse-power shift

Put the origin at nucleus $A$, with $B$ on the positive $z$ axis. For $r<R$,

$$-\frac Z{r_B}=-Z\sum_{l=0}^{\infty}\frac{r^lP_l(\cos\theta)}{R^{l+1}}.$$

The atomic density at $r>R$ is exponentially small, so using this expansion everywhere does not change the power series.

The $l=0$ term is the constant $-Z/R$. It shifts the level without changing the state. The density of a $j=1/2$ state is spherical, so every term with $l\ge1$ vanishes in first order. The perturbation conserves $m_j$ and does not mix the two magnetic states.

In second order, $r^lP_l$ takes $1s_{1/2}$ to $\kappa=l$ and $\kappa=-(l+1)$. Different $l$ lead to different channels, so there are no cross terms. Define

$$\alpha_l=2\langle0|r^lP_l\,(H_A-E_0)^{-1}\,r^lP_l|0\rangle,\qquad E^{(2)}=-\sum_{l\ge1}\frac{Z^2\alpha_l}{2R^{2l+2}} .$$

The inverse exists because $E_0$ is not an eigenvalue in these channels. It contains the negative-energy part of the one-electron spectrum.

The weights follow from $P_lY_{00}=Y_{l0}/\sqrt{2l+1}$. The spin-up state with orbital part $Y_{l0}$ contains $j=l-1/2$ with weight $l/(2l+1)$ and $j=l+1/2$ with weight $(l+1)/(2l+1)$. Hence

$$w_{\kappa=l}=\frac l{(2l+1)^2},\qquad w_{\kappa=-l-1}=\frac{l+1}{(2l+1)^2}.$$

The lower component has the same weights, because $\Omega_{-\kappa}=-\boldsymbol\sigma\cdot\hat{\mathbf r}\,\Omega_\kappa$ and $P_l$ commutes with $\boldsymbol\sigma\cdot\hat{\mathbf r}$.

For each channel solve, with regular behaviour at the nucleus and decay at infinity,

$$-\left(\frac Zr+e_0\right)p+c\left(-q'+\frac{\kappa q}r\right)=r^lP_0,$$
$$c\left(p'+\frac{\kappa p}r\right)-\left(\frac Zr+2c^2+e_0\right)q=r^lQ_0,\tag{5}$$

where $\int(P_0^2+Q_0^2)dr=1$. Then

$$\alpha_l=2\sum_\kappa w_\kappa\int_0^\infty r^l(P_0p_\kappa+Q_0q_\kappa)\,dr .\tag{6}$$

Three dipoles vanish by parity. The first surviving third-order term has two dipoles and one quadrupole, with power $R^{-2-2-3}=R^{-7}$. Fourth-order dipole and second-order octupole terms start at $R^{-8}$. This proves (1), apart from exponentially small terms.

**Nonrelativistic check, $Z=1$.** The response to $r^lP_l$ has the form $g(r)P_le^{-r}/\sqrt\pi$, where

$$-\frac{g''}2+g'-\frac{g'}r+\frac{l(l+1)}{2r^2}g=r^l .$$

Substitution verifies $g=r+r^2/2$ for $l=1$ and $g=r^2/2+r^3/3$ for $l=2$. With $\langle r^n\rangle=(n+2)!/2^{n+1}$,

$$\alpha_1=\frac23\left(\langle r^2\rangle+\frac{\langle r^3\rangle}2\right)=\frac23\left(3+\frac{15}4\right)=\frac92,$$
$$\alpha_2=\frac25\left(\frac{\langle r^4\rangle}2+\frac{\langle r^5\rangle}3\right)=\frac25(11.25+26.25)=15.$$

The relativistic radial calculation at $Z=1$ gives 4.49975 and 14.9988 a.u.

**Condition on the level.** Formula (1) needs an isolated atomic level with a spherical density. The point-nucleus $2s_{1/2}$ and $2p_{1/2}$ levels are degenerate and coupled by the dipole. Their energies have terms of order $R^{-2}$, and degenerate perturbation theory must replace (1).

## 4. Splitting as a flux

Now put the origin at the midpoint, with $A$ at $z=-R/2$, and fix $m_j=1/2$. Subtracting the two eigenvalue equations over the half-space $z<0$ leaves the kinetic terms:

$$\psi_g^\dagger H\psi_u-(H\psi_g)^\dagger\psi_u=-ic\,\nabla\cdot(\psi_g^\dagger\boldsymbol\alpha\psi_u).$$

The outward normal on the median plane is $+\hat z$, so

$$(E_u-E_g)\int_{z<0}\psi_g^\dagger\psi_u\,d^3r=-ic\int_{z=0}\psi_g^\dagger\alpha_z\psi_u\,dS .\tag{7}$$

This identity has no large-$R$ approximation. Choose phases so that

$$\psi_g=\frac{\phi_A+\phi_B}{\sqrt2},\quad \psi_u=\frac{\phi_A-\phi_B}{\sqrt2},\quad \phi_B(\mathbf r)=\beta\phi_A(-\mathbf r),$$

with $\phi_A$ concentrated at $A$. The integral on the left of (7) tends to $1/2$.

Near the axis the upper part of $\phi_A$ is $G\chi_\uparrow$, with $\partial_zG\simeq-\lambda G$. Its lower part is

$$\frac{-ic\,\boldsymbol\sigma\cdot\nabla G\,\chi_\uparrow}{E+c^2-V}\simeq iaG\chi_\uparrow,\qquad a=\frac{c\lambda}{E_0+c^2}.$$

On the plane $\phi_A\simeq(G,iaG)$ and $\phi_B\simeq(G,-iaG)$, both multiplying $\chi_\uparrow$. The diagonal currents vanish: for example $\phi_A^\dagger\alpha_z\phi_A=iaG^2-iaG^2=0$. The crossed terms are

$$\phi_B^\dagger\alpha_z\phi_A=2iaG^2,\qquad \phi_A^\dagger\alpha_z\phi_B=-2iaG^2 .$$

Thus $\psi_g^\dagger\alpha_z\psi_u=\frac12(4iaG^2)=2iaG^2$. Equation (7) becomes $\frac12(E_u-E_g)=2ca\int G^2dS$, or

$$E_u-E_g\simeq\frac{4c^2\lambda}{E_0+c^2}\int_{z=0}G^2\,dS.\tag{8}$$

The result is positive: the gerade level is lower.

## 5. The tail in the field of both nuclei

Apply $c\boldsymbol\alpha\cdot\mathbf p+\beta c^2$ to $(c\boldsymbol\alpha\cdot\mathbf p+\beta c^2)\psi=(E-V)\psi$:

$$-c^2\nabla^2\psi+c^4\psi=(E-V)^2\psi+ic\,\boldsymbol\alpha\cdot(\nabla V)\psi .$$

At distances of order $R$ from both nuclei, $\nabla V=O(R^{-2})$. Also $E-V=E_0+U$, with $U=Z/r_A+Z/r_B-Z/R$ up to the much smaller polarization shift. Through order $1/R$,

$$\nabla^2G=\left(\lambda^2-\frac{2E_0U}{c^2}\right)G .$$

Set $G=e^{-\lambda r_A}h$. The Laplacian gives $\lambda^2h-2\lambda\partial_rh-2\lambda h/r_A+\nabla^2h$ times the exponential. In the same region $\nabla^2h=O(h/R^2)$, so through order $1/R$ the remaining terms require

$$\partial_r\ln h=-\frac1{r_A}+\nu\left(\frac1{r_A}+\frac1{r_B}-\frac1R\right),\qquad \nu=\frac{E_0Z}{c^2\lambda}.\tag{9}$$

The terms in $1/r_A$ give $r_A^{\nu-1}$. For $1s$, $\nu=\gamma$, in agreement with the atomic function. The rest is the effect of the other nucleus. At distance $s$ from $A$ along the axis,

$$\nu\int_0^{R/2}\left(\frac1{R-s}-\frac1R\right)ds=\nu\left(\ln2-\frac12\right).$$

The amplitude is multiplied by $2^\nu e^{-\nu/2}$ and its square by $2^{2\nu}e^{-\nu}$. The lower limit may be zero because the integrand is $O(s/R^2)$ near $A$, where the atomic solution is matched. Terms of order $R^{-2}$ accumulated over a length of order $R$ change the amplitude by a relative $O(1/R)$. The atomic function multiplied by this factor is therefore the leading tail.

## 6. Integration over the median plane

At distance $\rho$ from the axis,

$$r_A=\sqrt{R^2/4+\rho^2}\simeq\frac R2+\frac{\rho^2}R .$$

The relevant width is $\rho\sim\sqrt{R/\lambda}$. Directions differ from the axis by an angle of order $(\lambda R)^{-1/2}$, so corrections quadratic in that angle are $O(1/(\lambda R))$. The integral is

$$\int_0^\infty2\pi\rho\,e^{-2\lambda\rho^2/R}d\rho=\frac{\pi R}{2\lambda}.$$

For $1s$ this gives

$$\int G^2dS\simeq N^2\left(\frac R2\right)^{2\gamma-2}2^{2\gamma}e^{-\gamma-\lambda R}\frac{\pi R}{2Z}
=\frac{2\pi N^2}ZR^{2\gamma-1}e^{-\gamma-\lambda R},$$

because $2^{2-2\gamma}2^{2\gamma}=4$. In (8), $c^2\lambda/(E_0+c^2)=Z/(1+\gamma)$. With (4), the numerical factors are $4\cdot2\pi/(8\pi)=1$, while $Z$ and $1+\gamma$ cancel. This is (2).

In the limit $\gamma\to1$ at $Z=1$, $(2Z)^3/\Gamma(3)=4$, and (2) becomes $(4/e)R\,e^{-R}$, where this $e$ is the base of natural logarithms.

**An $s_{1/2}$ level with $\lambda\ne Z$.** Suppose both nuclei have the same short-range spherical modification, such as a finite charge radius. For an isolated $s_{1/2}$ level let the atomic large component approach $Ar^{\nu-1}e^{-\lambda r}$. The same steps give

$$E_u-E_g\simeq\frac{8\pi c^2}{E_0+c^2}\,A^2R^{2\nu-1}e^{-\nu-\lambda R}.\tag{10}$$

Here $E_0$ is the modified atomic energy, $\lambda=\sqrt{c^4-E_0^2}/c$, and $A$ comes from the normalized atomic solution. Equation (10) returns to (2) for $A=N$, $\nu=\gamma$. The numerical example covers point nuclei and does not test (10).

## 7. An independent two-centre calculation

Let $\varphi$ be the upper two-component function. Exact elimination of the lower one gives

$$\chi=\frac{-ic\,\boldsymbol\sigma\cdot\nabla\varphi}{2c^2+e-V}.$$

Insert this in the upper equation, multiply by $\varphi^\dagger$ and integrate by parts. An eigenstate satisfies $F_e[\varphi]=0$, where

$$F_e[\varphi]=\int\left[\frac{c^2|\boldsymbol\sigma\cdot\nabla\varphi|^2}{2c^2+e-V}+(V-e)|\varphi|^2\right]d^3r .$$

In a basis, let $\mu(e)$ be the lowest eigenvalue of this form with $\int|\varphi|^2d^3r=1$. The required level obeys $\mu(e)=0$. Differentiation at fixed normalized eigenvector gives

$$\frac{d\mu}{de}=-1-\int|\chi|^2d^3r,\qquad e_{\rm new}=e+\frac{\mu}{1+\int|\chi|^2d^3r}.$$

The basis should contain the nuclear behaviour $r^{\gamma-1}$. Both parities should use the same integration grid, because the splitting is a small difference between large energies. The reference levels below use this form, without the multipole expansion or the tail approximation.

## 8. Worked example: $Z=80$, $ZR=16$

The model has point nuclei, $\gamma=0.811906$ and $e_0=-3532.19209$ hartree. Equation (3) gives

$$\lambda^2=7064.38-664.38=6400.00,\qquad \lambda=80.00\ \text{bohr}^{-1}.$$

The nonrelativistic recipe gives 84.05 bohr$^{-1}$. At $R=16/80=0.2$ bohr this would multiply the exponential by $e^{-4.05\times0.2}=0.44$.

The dipole polarizability is $7.25623\times10^{-8}$ a.u. Its scaled value $Z^4\alpha_1=2.972$ is 34% below the nonrelativistic 4.5. For the quadrupole, $Z^6\alpha_2=8.378$ is 44% below 15. The terms in (1) are

$$-\frac ZR=-400\ \text{hartree},$$
$$-\frac{6400(7.25623\times10^{-8})}{2(0.2)^4}=-0.145125\ \text{hartree},$$
$$-\frac{6400(3.19601\times10^{-11})}{2(0.2)^6}=-0.001598\ \text{hartree}.$$

The last two sum to $-0.146723$ hartree. The two-centre levels give $-0.147490$ hartree beyond $-Z/R$. The difference is 0.5% of that shift.

After subtraction of the quadrupole term, the dipole coefficient inferred from the levels exceeds $\alpha_1$ by relative amounts 0.00529, 0.00256 and 0.00144 at $ZR=16,20,24$. Multiplied by $(ZR)^3$, these are 21.7, 20.5 and 19.9. Their slow variation is consistent with a leading omitted $R^{-7}$ term. They are not yet its coefficient: third-order perturbation theory gives the limit 17.6, and the excess comes from $R^{-8}$ and higher terms. Agreement within 1% at $ZR=24$ was a test.

For the splitting, write (2) as

$$E_u-E_g\simeq\frac{(2Z)^2(2ZR)^{2\gamma-1}e^{-\gamma-ZR}}{\Gamma(2\gamma+1)} .$$

At $ZR=16$, $32^{0.623812}=8.69$, $e^{-16.811906}=5.00\times10^{-8}$ and $\Gamma(2.623812)=1.456$. Therefore

$$E_u-E_g\simeq\frac{25600(8.69)(5.00\times10^{-8})}{1.456}=0.00764\ \text{hartree}.$$

The two-centre result is 0.00769 hartree, or 0.209 eV. Omitting the other nucleus from the tail would divide the formula by 1.368.

The ratio of computed splitting to formula is 0.9992, 1.0050 and 1.0069 at $ZR=10,13,16$. It does not approach one monotonically in this range. The form $1+c_1/(ZR)+c_2/(ZR)^2$, fitted at the two end points, has $c_1\simeq0.31$ and $c_2\simeq-3.2$, and reproduces the middle value. The close agreement at $ZR=10$ thus reflects cancellation between corrections within this fit. The fitted values absorb higher orders and are not the asymptotic coefficients: for nonrelativistic H$_2^+$ the same fit gives 0.53 and $-3.9$, whereas the true coefficients are $1/2$ and $-25/8$. A free quadratic in $1/(ZR)$ through the three ratios extrapolates to 0.9990 at $1/(ZR)=0$; for $Z=40$ the same extrapolation gives 0.9968. Both were tested to lie within 3% of one.

After division by $R^{2\gamma-1}$, the splittings at $ZR=10$ and 16 give a decay constant of 79.90 bohr$^{-1}$, which the test separates from 84.05. At $ZR=10$, identity (7) gives 2.29557 hartree from the computed spinors, against 2.29555 from the levels. The remaining values are in the numerical output.

## 9. Use in slow collisions

Suppose the nuclei move slowly enough that only this pair of levels is populated. An electron initially on $A$ is an equal superposition of $\psi_g$ and $\psi_u$. Their relative phase is $\Phi=\int(E_u-E_g)\,dt$, so the amplitude on $B$ is $(1-e^{-i\Phi})/2$ up to a common phase. The transfer probability is

$$P_B=\sin^2\left[\frac12\int(E_u-E_g)\,dt\right].$$

At a fixed $R=0.2$ bohr, the first complete transfer in the example would take $\pi/0.007688\simeq409$ atomic units of time. Free nuclei do not stay there. For masses near 200 u, Coulomb repulsion increases $R$ by $1/Z$ from rest in about 0.17 atomic units of time. A head-on orbit that turns at 0.2 bohr accumulates only $\Phi\approx2\times10^{-3}$, so $P_B\approx10^{-6}$. Appreciable transfer needs a closer approach.

This two-state estimate omits transitions to other levels, the momentum carried by an electron moving with a nucleus, and the magnetic fields of the moving charges. The static example also omits finite nuclear size and radiative corrections. A charge radius of 5.5 fm (rms) raises the $1s$ level by about 2 hartree and, through (10), the splitting at $ZR=16$ by about 0.5%. For unequal nuclei the inversion symmetry is lost, and (2) does not give their level separation. At small $ZR$, the separation into atomic tails and multipoles fails. The two-centre calculation can then replace (1) and (2) as long as the lowest level stays in the gap $-c^2<E<c^2$. For two point nuclei with $Z=80$ it leaves this gap when $R$ is small enough, and a bound-state calculation no longer applies. This is a feature of the point model: the distance is of order 5 fm, whereas real nuclei of this charge already touch at about 14 fm.

## Values computed for the example and the checks

```
Z=1 dipole polarizability      4.49975 a.u.
Z=1 quadrupole polarizability  14.9988 a.u.
speed of light c               137.035999 a.u.
Z = 80: gamma                  0.811906
1s level E0-c^2                -3532.19209 hartree
lambda = sqrt(c^4-E0^2)/c      80.00000 1/bohr
sqrt(-2(E0-c^2))               84.04989 1/bohr
dipole polarizability a1       7.256230e-08 a.u.
Z^4 a1                         2.97215 a.u.
quadrupole polarizability a2   3.196014e-11 a.u.
Z^6 a2                         8.3782 a.u.
ZR=10: R=0.1250 bohr, e_g=-4174.341896, e_u=-4172.046345 hartree
ZR=13: R=0.1625 bohr, e_g=-4024.909583, e_u=-4024.774184 hartree
ZR=16: R=0.2000 bohr, e_g=-3932.343427, e_u=-3932.335739 hartree
ZR=20: R=0.2500 bohr, e_g=-3852.252188, e_u=-3852.252026 hartree
ZR=24: R=0.3000 bohr, e_g=-3798.887609, e_u=-3798.887606 hartree
ZR=16: mean shift beyond -Z/R -0.147490 hartree
   dipole term -0.145125, quadrupole term -0.001598 hartree
   a1 from two-centre levels / a1 - 1 = 0.00529
ZR=20: mean shift beyond -Z/R -0.060014 hartree
   dipole term -0.059443, quadrupole term -0.000419 hartree
   a1 from two-centre levels / a1 - 1 = 0.00256
ZR=24: mean shift beyond -Z/R -0.028848 hartree
   dipole term -0.028667, quadrupole term -0.000140 hartree
   a1 from two-centre levels / a1 - 1 = 0.00144
ZR=10: splitting 2.295551, formula 2.297421 hartree, ratio 0.9992
ZR=13: splitting 0.135399, formula 0.134721 hartree, ratio 1.0050
ZR=16: splitting 0.007688, formula 0.007635 hartree, ratio 1.0069
ZR=10: splitting from plane flux 2.295570 hartree
ZR=13: relative change of splitting in smaller basis 1.2e-07
decay constant from levels     79.8976 1/bohr
ratio extrapolated to infinite R, Z=80: 0.9990
ratio extrapolated to infinite R, Z=40: 0.9968
factor 2^(2g) exp(-g) of the other nucleus, Z=80: 1.3684
ZR=16: R = 10.5835 pm
ZR=16: splitting = 0.20919 eV
```
